# Equivalent Constant Temperature of a Gate Oxide Cycled Between Two Temperatures

**Problem.** The gate oxide of a power transistor spends half its time at 100 °C and half at 150 °C, in cycles much shorter than its life. The gate bias is the same in both halves. The oxide wears out at a rate that follows the Arrhenius law with an activation energy of 1.0 eV, and held constantly at 150 °C it would last 10 years. At what constant temperature would it suffer the same damage in the same total time, and how long does it last under cycling?

## A tempting solution

The times are equal, so the average temperature is

$$\frac{100+150}{2}=125\ ^\circ\mathrm{C}.$$

Take this as the equivalent temperature. In kelvin it is 398.15 K, and 150 °C is 423.15 K. With $E_a/k=11604.5$ K, the life at 125 °C exceeds that at 150 °C by the factor

$$\exp\left(\frac{11604.5}{398.15}-\frac{11604.5}{423.15}\right)=e^{29.146-27.424}=e^{1.722}=5.60,$$

so the device should last 56.0 years.

## Where it fails

Consider the first 20 years of cycling. They contain 10 years at 150 °C, and 10 years at 150 °C are enough to wear the oxide out. If the cold periods do not heal it, the device cannot outlive 20 years. The answer of 56 years is impossible.

The Arrhenius arithmetic is correct for a device that really stays at 125 °C. The fault is the first step, which averages the temperature. Damage accumulates according to the rate, so the rate is what must be averaged. The two procedures agree if the rate is a straight-line function of temperature, and an exponential in $-1/T$ is not one.

## The right solution

**What must be equal.** Let $D$ be the accumulated damage, with failure at some fixed value of $D$. Assume that

$$\frac{dD}{dt}=r(T)\,g(D),\qquad r(T)=A\,e^{-E_a/kT},$$

where $T$ is the absolute temperature, $A$ is a constant and $g(D)$ is positive. The function $g$ allows damage to slow down or speed up as it builds. The essential assumption is that temperature and accumulated damage enter as separate factors.

Divide by $g(D)$ and integrate from the fresh device, $D=0$, to time $t$:

$$\int_0^{D(t)}\frac{dD'}{g(D')}=\int_0^t r(T(t'))\,dt'.$$

Because $g>0$, the left side grows steadily with $D(t)$. Two temperature histories therefore give the same damage if, and only if, they give the same integral of $r$. For histories of equal length, this means the same time-averaged rate, whatever $g$ is.

**Solving for the temperature.** Call the two temperatures $T_1=373.15$ K and $T_2=423.15$ K. Over whole cycles, each takes half the time, so the equivalent temperature $T_{eq}$ satisfies

$$A e^{-E_a/kT_{eq}}=\tfrac12\left(A e^{-E_a/kT_1}+A e^{-E_a/kT_2}\right).$$

The constant $A$ cancels. Divide both sides by $e^{-E_a/kT_2}$ and define

$$x=\frac{E_a}{k}\left(\frac1{T_1}-\frac1{T_2}\right)>0 .$$

The cold term becomes $e^{-x}$ and the hot term becomes 1:

$$\exp\left[-\frac{E_a}{k}\left(\frac1{T_{eq}}-\frac1{T_2}\right)\right]=\frac{1+e^{-x}}{2}.$$

Take the logarithm, multiply by $-k/E_a$ and move $1/T_2$ to the right:

$$\boxed{\frac1{T_{eq}}=\frac1{T_2}-\frac{k}{E_a}\ln\frac{1+e^{-x}}{2}}$$

The logarithm is negative, since its argument is less than 1. Hence $1/T_{eq}>1/T_2$, and $T_{eq}$ lies below the hot temperature, as it must.

**Numbers.** The two exponents are $E_a/kT_1=31.0988$ and $E_a/kT_2=27.4241$, so

$$x=31.0988-27.4241=3.6747,\qquad e^{-x}=0.02536 .$$

The average rate, relative to the rate at 150 °C, is

$$\frac{1+0.02536}{2}=0.51268,\qquad \ln 0.51268=-0.6681 .$$

Multiplying the boxed formula by $E_a/k$ gives

$$\frac{E_a}{kT_{eq}}=27.4241+0.6681=28.0922,$$

$$T_{eq}=\frac{11604.5\ \mathrm K}{28.0922}=413.09\ \mathrm K=139.9\ ^\circ\mathrm C .$$

The equivalent temperature is about 140 °C. The cold half contributes $0.02536/1.02536=2.47\,\%$ of the damage.

**Life.** At failure the integral of $r$ has reached a fixed value, so life is inversely proportional to the average rate, apart from a possible unfinished last cycle. Thus

$$t_{life}=\frac{10\ \text{years}}{0.51268}=19.5\ \text{years},$$

just under the limit of 20 years found above. The tempting solution overstates the life by a factor $56.0/19.51=2.87$.

**Two numerical tests.** The first integrates the damage equation through three cycles, with $g=1$, $g=1/(1+5D)$ and $g=1+D$, and then searches for the constant temperature that gives the same final $D$. With time measured so that $r(T_2)=1$, each half-cycle lasts 0.5. All three searches give 139.9364 °C, in agreement with the formula. The second adds the damage hour by hour, alternating one hour at 150 °C with one at 100 °C, until the total reaches the failure value. This also gives 19.51 years.

## Why the answer is so near the hot end

The cold half does little damage, so try leaving it out. Setting $e^{-x}=0$ in the boxed formula gives

$$\frac1{T_{eq}}\approx\frac1{T_2}+\frac{k\ln2}{E_a},$$

which yields 139.6 °C. This is a lower bound on $T_{eq}$, because omitting damage can only lower the average rate. It shows what the equivalent temperature has to achieve: the rate must drop from its value at 150 °C by nearly a factor of 2, and with this activation energy a drop of about 10 K is enough.

The direction of the error made by the mean temperature follows from the curvature of $r$. With $a=E_a/k$,

$$r'=\frac{a}{T^2}\,r,\qquad
r''=\left(\frac{a^2}{T^4}-\frac{2a}{T^3}\right)r=\frac{a(a-2T)}{T^4}\,r .$$

The curve bends upwards for $T<a/2=5802$ K, which includes the whole range used here. The midpoint of a chord of such a curve lies above the curve, so the average of the two rates exceeds the rate at the mean temperature. Since $r$ increases with $T$, the equivalent temperature must lie above 125 °C.

## How the answer depends on activation energy

**Small activation energy.** As $E_a\to0$, $x\to0$ and $e^{-x}\approx1-x$. Then $\ln[(1+e^{-x})/2]\approx\ln(1-x/2)\approx-x/2$, and

$$\frac1{T_{eq}}\to\frac1{T_2}+\frac12\left(\frac1{T_1}-\frac1{T_2}\right)=\frac12\left(\frac1{T_1}+\frac1{T_2}\right).$$

This is the harmonic mean of the absolute temperatures, 123.4 °C, slightly below the arithmetic mean. In this limit the rate hardly depends on temperature, so the choice of equivalent temperature has little effect on the predicted life.

**Large activation energy.** As $E_a\to\infty$, $e^{-x}\to0$ and the remaining term $k\ln2/E_a$ also vanishes. The equivalent temperature approaches the hot one.

**In between.** $T_{eq}$ rises steadily with $E_a$. To see this, let $y_i=e^{-a/T_i}$ and compare $a$ with a larger value $pa$, where $p>1$. The function $y^p$ bends upwards, so

$$\frac{y_1^p+y_2^p}{2}>\left(\frac{y_1+y_2}{2}\right)^p .$$

By the definition of the equivalent temperature, the left side is $e^{-pa/T_{eq}(pa)}$ and the right side is $e^{-pa/T_{eq}(a)}$. Hence $T_{eq}(pa)>T_{eq}(a)$.

The arithmetic mean is correct at one activation energy. For a small temperature swing this lies where the curvature at the mean temperature $T_m$ vanishes, $a=2T_m$, or $E_a=2kT_m=0.0686$ eV. The full formula gives 0.0685 eV, far below the 1.0 eV of the problem.

## When the order of the temperatures matters

Suppose that damage also recovers, with a different activation energy:

$$\frac{dD}{dt}=r(T)-s(T)\,D .$$

Temperature and damage no longer separate. Take 1.0 eV for $r$ and 0.3 eV for $s$, set both equal to 1 at 150 °C, and spend one unit of time at each temperature. Starting from $D=0$, the final damage is 0.475 if the hot period comes first and 0.640 if it comes last. In the first order, part of the damage made while hot recovers afterwards. Each history still has a constant temperature that would give its final damage in the same total time, but the two temperatures differ: 138.9 °C if the hot period comes first and 144.3 °C if it comes last. A rule that knows only the time spent at each temperature cannot give both results. This example has one cycle as long as the recovery time. If the cycles are much shorter than the recovery time, $r$ and $s$ are each replaced by their time averages and the order no longer matters, but the equivalent temperature then depends on the total time: about 140.2, 142.0 and 144.3 °C for total times of 0.2, 2 and 20 units.

## Comparison with a real gate oxide

A suitable real case is thermally grown silicon dioxide in a silicon carbide power transistor. Rough typical values are a 50 nm oxide and a 15 V gate bias. Neglecting the voltage dropped elsewhere, the field is $15\ \mathrm V/50\ \mathrm{nm}=3.0$ MV/cm, about 0.30 of a rough breakdown field of 10 MV/cm, so slow wear is the relevant process rather than immediate breakdown. The activation energy of 1.0 eV is an assumed round value; for a real oxide it has to be measured. The 10-year life is also a round choice, not a prediction for this oxide. It does not affect $T_{eq}$. Threshold-voltage drift under gate bias partly recovers, so the separable law should not be applied to it without a check.

Small changes can be judged from $\ln r=\ln A-E_a/kT$. Differentiation gives

$$\delta T\approx\frac{kT_{eq}^2}{E_a}\,\delta(\ln r)=14.70\ \mathrm K\times\delta(\ln r).$$

Suppose the field is 5 %, or 0.15 MV/cm, higher in the hot half, and that the rate grows as $e^{\gamma F}$ with field $F$ and a rough $\gamma=3.5$ cm/MV. The hot rate rises by the factor $e^{3.5\times0.15}=1.69$. The average rate rises by the factor $(1.69+0.025)/1.025=1.673$, whose logarithm is 0.515. Referred to the original field, the equivalent temperature rises by $14.70\times0.515=7.6$ K in the linear estimate and by 7.7 K in the full solution.

The other changes, each made alone, are:

- An activation energy of 0.7 eV gives 136.8 °C, and 1.3 eV gives 142.0 °C.
- An oxide 5 K hotter than measured in the hot half raises the result by 4.7 K.
- Two linear 5-minute ramps in a 120-minute cycle, taken equally from both halves, lower it by 0.6 K.
- A prefactor proportional to $T$ raises it by 0.3 K.
- A second mechanism with 0.3 eV, assumed to supply 10 % of the rate at 150 °C, lowers it by 0.5 K.

For the sizes chosen here the gate field matters most, followed by the true oxide temperature in the hot half. The order depends on those sizes and on the rough $\gamma$: a 3 % field excess gives 4.6 K, and an oxide 10 K hotter gives more than 9 K. None of the listed changes, made alone, brings the equivalent temperature down to 125 °C, but several together can: 0.7 eV with a field 5 % lower and a temperature 5 K lower in the hot half gives 123 °C. The numerical output below lists the values used.

## Computed values

```
Boltzmann constant k: 8.617333e-05 eV/K
activation energy Ea: 1.0 eV
Ea/k: 11604.5 K
cold temperature: 373.15 K
hot temperature: 423.15 K
arithmetic mean temperature: 398.15 K
Ea/(k T_cold): 31.0988
Ea/(k T_hot): 27.4241
exponent difference x: 3.6747
cold rate / hot rate: 0.02536
hot rate / cold rate: 39.44
mean rate / hot rate: 0.51268
ln(mean rate / hot rate): -0.66811
Ea/(k T_eq): 28.0922
share of damage done in cold half: 2.47 %
equivalent temperature: 413.09 K
equivalent temperature: 139.94 deg C
searched T_eq, steady damage: 139.9364 deg C
searched T_eq, slowing damage: 139.9364 deg C
searched T_eq, speeding damage: 139.9364 deg C
recovery case, final D, hot first: 0.475
recovery case, final D, cold first: 0.640
hot half only, T_eq: 139.57 deg C
rate inflection found: 5802 K
Ea/(2k): 5802 K
harmonic mean: 123.43 deg C
Ea at which T_eq = mean: 0.0685 eV
2 k T_mean: 0.0686 eV
life at constant 150 deg C (chosen): 10.0 years
life under cycling, formula: 19.51 years
life under cycling, hourly sum: 19.51 years
life at constant 125 deg C: 56.0 years
life at constant 100 deg C: 394 years
life overstated by using 125 deg C: factor 2.87
oxide thickness: 50 nm
gate bias: 15 V
oxide field: 3.0 MV/cm
rough breakdown field: 10 MV/cm
field / breakdown field: 0.30
T_eq for Ea = 0.7 eV: 136.8 deg C
T_eq for Ea = 1.3 eV: 142.0 deg C
k T_eq^2/Ea: 14.70 K per unit of ln(rate)
rough field acceleration: 3.5 cm/MV
field excess in hot half (5 %): 0.15 MV/cm
hot rate factor from field excess: 1.69
T_eq shift, field excess: +7.71 K
same shift, linear estimate: +7.57 K
T_eq shift, hot half 5 K hotter: +4.66 K
cycle 120 min, each ramp 5 min
mean ramp rate / hot rate: 0.2825
T_eq shift, ramps: -0.56 K
T_eq shift, prefactor T: +0.30 K
T_eq shift, 10 % of hot rate at 0.3 eV: -0.47 K
```
